# Phonon lifetime and linewidth: why τ is 1/(2Γ), not 1/Γ: test program

```python
"""
Result under test: a phonon with retarded self-energy Delta - i*Gamma has
  amplitude ~ exp(-Gamma t), excess population ~ exp(-2 Gamma t),
  lifetime tau = 1/(2 Gamma), full width (angular frequency) = 2 Gamma = 1/tau,
for weak damping, a smooth self-energy and no pure dephasing.

Symbols: w0 phonon angular frequency; each pair k has total frequency W and
members w1 = 0.4 W, w2 = 0.6 W; g_k coupling frequency of the cubic term;
J(W) = sum_k g_k^2 delta(W - W_k) coupling density; n1, n2 Bose occupations.
Then Gamma = pi J(w0) (1 + n1 + n2): here only decay conserves energy.
All angular frequencies and rates are in 1/ps, all times in ps.
"""
import numpy as np
from math import factorial
from scipy import constants as const
from scipy.integrate import simpson, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

TWO_PI = 2 * np.pi
nu0, band_low, band_high = 10.0, 6.0, 16.0      # THz
J0, temperature, dephasing = 0.03, 300.0, 0.1   # 1/ps, K, 1/ps
share1, share2 = 0.4, 0.6
n_pairs = 1000
w0 = TWO_PI * nu0
thermal_freq = const.k * temperature / const.hbar * 1e-12


def bose(w):
    return 1 / np.expm1(w / thermal_freq)


def coupling_density(w):
    x = (w / TWO_PI - band_low) / (band_high - band_low)
    return 4 * J0 * x * (1 - x)


def decay_rate(times, signal):
    return -np.polyfit(times, np.log(np.abs(signal)), 1)[0]


def full_width(weights, freqs, window):
    """Width of the spectrum of sum(weights*exp(-i freqs t)), 0 < t < window."""
    def spectrum(w):
        return np.sum(weights * window
                      * np.sinc((w - freqs) * window / np.pi))
    grid = np.linspace(w0 - 1, w0 + 1, 401)
    rough = grid[np.argmax([spectrum(w) for w in grid])]
    top = minimize_scalar(lambda w: -spectrum(w), method="bounded",
                          bounds=(rough - 0.01, rough + 0.01)).x
    half = spectrum(top) / 2
    left = brentq(lambda w: spectrum(w) - half, top - 1, top)
    right = brentq(lambda w: spectrum(w) - half, top, top + 1)
    return right - left


# Derived formula for the half-width
n1, n2 = bose(share1 * w0), bose(share2 * w0)
gamma_cold = np.pi * coupling_density(w0)
gamma_warm = gamma_cold * (1 + n1 + n2)

# Discrete pairs, at midpoints of equal frequency cells
cell = TWO_PI * (band_high - band_low) / n_pairs
pair_freq = TWO_PI * band_low + cell * (np.arange(n_pairs) + 0.5)
g_squared = coupling_density(pair_freq) * cell

# Zero temperature: exact dynamics in the space {one phonon, one pair k}
hamiltonian = np.diag(np.concatenate(([w0], pair_freq)))
hamiltonian[0, 1:] = hamiltonian[1:, 0] = np.sqrt(g_squared)
energies, vectors = eigh(hamiltonian)
times = np.linspace(0, 90, 361)
phases = np.exp(-1j * np.outer(energies, times)) * vectors[0][:, None]
state = vectors @ phases
created_pairs = np.sum(np.abs(state[1:])**2, axis=0)
population = 1 - created_pairs
tau_cold = simpson(population, x=times)          # mean life of the phonon
fit = (times >= 1) & (times <= 20)
amp_rate_cold = decay_rate(times[fit], state[0, fit])
width_cold = full_width(vectors[0]**2, energies, 90.0)
left_at_inverse_gamma = np.interp(1 / gamma_cold, times, population)

# Tolerance 1 percent: corrections of next order in the coupling
assert abs(amp_rate_cold / gamma_cold - 1) < 0.01
assert abs(tau_cold * 2 * gamma_cold - 1) < 0.01
assert abs(width_cold / (2 * gamma_cold) - 1) < 0.01
assert abs(width_cold * tau_cold - 1) < 0.01
assert abs(left_at_inverse_gamma - np.exp(-2)) < 0.005

# Thermal bubble: explicit Matsubara sum against its closed form (g = 1)
wa, wb = share1 * w0, share2 * w0
m = np.arange(-20000, 20001)
for order in (0, 1, 2):
    w_ext = TWO_PI * thermal_freq * order
    nu_m = TWO_PI * thermal_freq * m
    prop_a = -2 * wa / (nu_m**2 + wa**2)
    prop_b = -2 * wb / ((w_ext - nu_m)**2 + wb**2)
    explicit = -thermal_freq * np.sum(prop_a * prop_b)
    total, diff = wa + wb, wb - wa
    closed = (-(1 + n1 + n2) * 2 * total / (w_ext**2 + total**2)
              - (n1 - n2) * 2 * diff / (w_ext**2 + diff**2))
    assert abs(explicit / closed - 1) < 1e-8


# Full bubble propagator at finite temperature as coupled oscillators
def thermal_response(strength):
    occ1, occ2 = bose(share1 * pair_freq), bose(share2 * pair_freq)
    freqs = np.concatenate((pair_freq, (share2 - share1) * pair_freq))
    g2 = strength * np.concatenate((g_squared * (1 + occ1 + occ2),
                                    g_squared * (occ1 - occ2)))
    stiffness = np.diag(np.concatenate(([w0**2], freqs**2)))
    stiffness[0, 1:] = stiffness[1:, 0] = 2 * np.sqrt(g2 * w0 * freqs)
    squares, modes = eigh(stiffness)
    assert squares[0] > 0
    mode_freq = np.sqrt(squares)
    weights = modes[0]**2 * w0 / mode_freq
    t = np.linspace(1, 8, 141)
    signal = np.exp(-1j * np.outer(t, mode_freq)) @ weights
    return decay_rate(t, signal), weights, mode_freq


amp_rate_warm, weights, mode_freq = thermal_response(1.0)
width_warm = full_width(weights, mode_freq, 60.0)
amp_rate_half, _, _ = thermal_response(0.5)
deviation_full = amp_rate_warm / gamma_warm - 1
deviation_half = amp_rate_half / (0.5 * gamma_warm) - 1
# Tolerance 2 percent: next-order correction, whose linear scaling is tested
assert abs(deviation_full) < 0.02
assert abs(width_warm / (2 * gamma_warm) - 1) < 0.02
assert 1.7 < deviation_full / deviation_half < 2.3

# Golden-rule rates from explicit thermal averages over occupation numbers
levels = np.arange(500)
p1 = np.exp(-levels * wa / thermal_freq)
p2 = np.exp(-levels * wb / thermal_freq)
p1, p2 = p1 / p1.sum(), p2 / p2.sum()
joint = np.outer(p1, p2)
m1, m2 = levels[:, None], levels[None, :]
golden = TWO_PI * coupling_density(w0)
rate_down = golden * np.sum(joint * (m1 + 1) * (m2 + 1))
rate_up = golden * np.sum(joint * m1 * m2)
coalescence = np.sum(joint * (m1 * (m2 + 1) - (m1 + 1) * m2))
n_eq = bose(w0)
assert abs((rate_down - rate_up) / (2 * gamma_warm) - 1) < 1e-9
assert abs(rate_up / (rate_down - rate_up) / n_eq - 1) < 1e-9
assert abs(coalescence / (n1 - n2) - 1) < 1e-9

# Density matrix of the phonon, rotating frame, initial coherent state
size = 30
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
raise_ = lower.T
number, anti_number = raise_ @ lower, lower @ raise_
index = np.arange(size)
index_gap = (index[:, None] - index[None, :])**2


def evolve(gamma_phi):
    def derivative(_, flat):
        rho = flat.reshape(size, size)
        loss = lower @ rho @ raise_ - (number @ rho + rho @ number) / 2
        gain = (raise_ @ rho @ lower
                - (anti_number @ rho + rho @ anti_number) / 2)
        return (rate_down * loss + rate_up * gain
                - gamma_phi * index_gap * rho).ravel()
    psi = np.array([1 / np.sqrt(float(factorial(j))) for j in range(size)])
    psi /= np.linalg.norm(psi)
    t = np.linspace(0, 6, 61)
    run = solve_ivp(derivative, (0, 6), np.outer(psi, psi).ravel(),
                    t_eval=t, method="DOP853", rtol=1e-8, atol=1e-11)
    assert run.success
    rhos = run.y.T.reshape(-1, size, size)
    amplitude = np.einsum("ij,tji->t", lower, rhos)
    occupation = np.einsum("ij,tji->t", number, rhos)
    return decay_rate(t, amplitude), decay_rate(t, occupation - n_eq)


master_amp, master_pop = evolve(0.0)
dephased_amp, dephased_pop = evolve(dephasing)
tau_warm = 1 / master_pop
assert abs(master_amp / gamma_warm - 1) < 1e-4
assert abs(master_pop / (2 * gamma_warm) - 1) < 1e-4
assert abs(width_warm * tau_warm - 1) < 0.02
assert abs(dephased_amp / (gamma_warm + dephasing) - 1) < 1e-4
assert abs(dephased_pop / (2 * gamma_warm) - 1) < 1e-4
dephased_width = 2 * dephased_amp


def wavenumber(rate):
    return rate * 1e12 / (TWO_PI * const.c * 100)


print("INPUTS")
print(f"phonon frequency             {nu0:.1f} THz")
print(f"pair band                    {band_low:.1f} to {band_high:.1f} THz")
print(f"shares of pair frequency     {share1:.1f} and {share2:.1f}")
print(f"coupling density maximum J0  {J0:.3f} 1/ps")
print(f"number of pairs              {n_pairs}")
print(f"angular frequency w0         {w0:.3f} 1/ps")
print(f"J at w0                      {coupling_density(w0):.4f} 1/ps")
print("ZERO TEMPERATURE")
print(f"Gamma, formula               {gamma_cold:.5f} 1/ps")
print(f"Gamma/w0                     {gamma_cold / w0:.5f}")
print(f"amplitude rate, exact        {amp_rate_cold:.5f} 1/ps")
print(f"tau = 1/(2 Gamma), formula   {1 / (2 * gamma_cold):.3f} ps")
print(f"mean life, exact             {tau_cold:.3f} ps")
print(f"wrong lifetime 1/Gamma       {1 / gamma_cold:.3f} ps")
print(f"population left at 1/Gamma   {left_at_inverse_gamma:.4f}")
print(f"exp(-1), exp(-2)             {np.exp(-1):.4f}, {np.exp(-2):.4f}")
print(f"FWHM = 2 Gamma, formula      {2 * gamma_cold:.5f} 1/ps")
print(f"FWHM, exact spectrum         {width_cold:.5f} 1/ps")
print(f"FWHM times mean life         {width_cold * tau_cold:.4f}")
print(f"2 Gamma as frequency         {2 * gamma_cold / TWO_PI:.5f} THz")
print(f"2 Gamma as wavenumber        {wavenumber(2 * gamma_cold):.3f} cm^-1")
print(f"TEMPERATURE {temperature:.0f} K")
print(f"occupations n1, n2           {n1:.4f}, {n2:.4f}")
print(f"thermal factor 1+n1+n2       {1 + n1 + n2:.4f}")
print(f"equilibrium n at w0          {n_eq:.4f}")
print(f"Gamma, formula               {gamma_warm:.5f} 1/ps")
print(f"amplitude rate, propagator   {amp_rate_warm:.5f} 1/ps")
print(f"deviation from Gamma         {100 * deviation_full:.2f} percent")
print(f"deviation, half coupling     {100 * deviation_half:.2f} percent")
print(f"downward rate coefficient    {rate_down:.5f} 1/ps")
print(f"upward rate coefficient      {rate_up:.5f} 1/ps")
print(f"amplitude rate, master eq.   {master_amp:.5f} 1/ps")
print(f"population rate, master eq.  {master_pop:.5f} 1/ps")
print(f"tau from population          {tau_warm:.3f} ps")
print(f"wrong lifetime 1/Gamma       {1 / gamma_warm:.3f} ps")
print(f"FWHM = 2 Gamma, formula      {2 * gamma_warm:.5f} 1/ps")
print(f"FWHM, propagator spectrum    {width_warm:.5f} 1/ps")
print(f"FWHM times tau               {width_warm * tau_warm:.4f}")
print(f"2 Gamma as frequency         {2 * gamma_warm / TWO_PI:.5f} THz")
print(f"2 Gamma as wavenumber        {wavenumber(2 * gamma_warm):.3f} cm^-1")
print("WITH PURE DEPHASING, SAME TEMPERATURE")
print(f"dephasing rate               {dephasing:.3f} 1/ps")
print(f"amplitude rate               {dephased_amp:.5f} 1/ps")
print(f"population rate              {dephased_pop:.5f} 1/ps")
print(f"FWHM = 2 x amplitude rate    {dephased_width:.5f} 1/ps")
print(f"1/FWHM                       {1 / dephased_width:.3f} ps")
print(f"true population lifetime     {1 / dephased_pop:.3f} ps")
print("verified")
```

Running it gives:

```
INPUTS
phonon frequency             10.0 THz
pair band                    6.0 to 16.0 THz
shares of pair frequency     0.4 and 0.6
coupling density maximum J0  0.030 1/ps
number of pairs              1000
angular frequency w0         62.832 1/ps
J at w0                      0.0288 1/ps
ZERO TEMPERATURE
Gamma, formula               0.09048 1/ps
Gamma/w0                     0.00144
amplitude rate, exact        0.09078 1/ps
tau = 1/(2 Gamma), formula   5.526 ps
mean life, exact             5.548 ps
wrong lifetime 1/Gamma       11.052 ps
population left at 1/Gamma   0.1354
exp(-1), exp(-2)             0.3679, 0.1353
FWHM = 2 Gamma, formula      0.18096 1/ps
FWHM, exact spectrum         0.18168 1/ps
FWHM times mean life         1.0079
2 Gamma as frequency         0.02880 THz
2 Gamma as wavenumber        0.961 cm^-1
TEMPERATURE 300 K
occupations n1, n2           1.1157, 0.6206
thermal factor 1+n1+n2       2.7363
equilibrium n at w0          0.2531
Gamma, formula               0.24758 1/ps
amplitude rate, propagator   0.25032 1/ps
deviation from Gamma         1.11 percent
deviation, half coupling     0.55 percent
downward rate coefficient    0.62045 1/ps
upward rate coefficient      0.12530 1/ps
amplitude rate, master eq.   0.24758 1/ps
population rate, master eq.  0.49515 1/ps
tau from population          2.020 ps
wrong lifetime 1/Gamma       4.039 ps
FWHM = 2 Gamma, formula      0.49515 1/ps
FWHM, propagator spectrum    0.50063 1/ps
FWHM times tau               1.0111
2 Gamma as frequency         0.07881 THz
2 Gamma as wavenumber        2.629 cm^-1
WITH PURE DEPHASING, SAME TEMPERATURE
dephasing rate               0.100 1/ps
amplitude rate               0.34758 1/ps
population rate              0.49515 1/ps
FWHM = 2 x amplitude rate    0.69515 1/ps
1/FWHM                       1.439 ps
true population lifetime     2.020 ps
verified
```
